**Density scaling of arsenic histories in a Poisson carbon medium**

With density-independent cross sections, ion histories coincide in the variable $N\mathbf r$, where $N$ is atomic density and $\mathbf r$ is position. The program compares this case with the impact cutoff $p_c=N^{-1/3}/\sqrt\pi$, using $X=N\langle x\rangle$ for the scaled mean depth. It asserts pathwise scaling at fixed reach, agreement of Monte Carlo means with a separately solved backward equation, and the free-path law for explicitly placed atoms. It also asserts that the cutoff changes the scaled depth distribution, that null collisions do not produce a detectable change, and that the stopping exponent matches finite differences. For 1 keV arsenic, fixed reach gives $X=255$ nm$^{-2}$, while the cutoff gives 285 and 317 nm$^{-2}$ at densities of 90 and 160 nm$^{-3}$. Rescaling the denser cutoff result to the lower density therefore overestimates the cutoff model's own mean depth there by 11%. The output also sizes several neglected effects, but it does not determine how real atomic structure or simultaneous collisions change the depth.

## Program and output

```python
"""
Result under test: for a memoryless Poisson medium with cross sections that do
not depend on atomic density N, ion histories coincide in the variable N*r.
An impact cutoff p_c = N**(-1/3)/sqrt(pi) breaks this by omitting scattering.

Symbols: E lab energy (eV), p impact parameter (nm), T energy transfer (eV),
reach = largest p kept (nm), X = N*<depth> (atoms/nm^2), k = S_e/sqrt(E).
Model: As in amorphous C, ZBL potential, Lindhard-Scharff electronic stopping.
The backward equation gives mean depth independently of the Monte Carlo.
"""
import numpy as np
from scipy import constants as sc
from scipy.interpolate import RectBivariateSpline
from scipy.stats import ks_2samp

Z1, M1, Z2, M2 = 33, 74.922, 6, 12.011
E_START, E_STOP, FULL_REACH = 1000.0, 50.0, 0.30
N_LOW, N_HIGH = 90.0, 160.0
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
SCREEN = 0.8854 * BOHR / (Z1**0.23 + Z2**0.23)
CM_FRACTION = M2 / (M1 + M2)
GAMMA = 4 * M1 * M2 / (M1 + M2)**2
bohr_speed = sc.alpha * sc.c
energy_at_v0 = 0.5 * M1 * sc.atomic_mass * bohr_speed**2 / sc.e
K_EL = (8 * np.pi * COULOMB * BOHR * Z1**(7/6) * Z2
        / (Z1**(2/3) + Z2**(2/3))**1.5 / np.sqrt(energy_at_v0))


def zbl(x):
    return (0.18175*np.exp(-3.19980*x) + 0.50986*np.exp(-0.94229*x)
            + 0.28022*np.exp(-0.40290*x) + 0.02817*np.exp(-0.20162*x))


def potential(r, screening=zbl):
    return Z1 * Z2 * COULOMB / r * screening(r / SCREEN)


def cm_angle(energy_cm, p, screening=zbl):
    """Classical scattering angle from the orbit integral."""
    energy_cm, p = np.broadcast_arrays(energy_cm, p)
    low, high = np.full(p.shape, 1e-4), np.ones(p.shape)
    for _ in range(52):
        mid = 0.5 * (low + high)
        outside = 1 - potential(mid, screening)/energy_cm - (p/mid)**2 > 0
        high = np.where(outside, mid, high)
        low = np.where(outside, low, mid)
    nodes, weights = np.polynomial.legendre.leggauss(40)
    total = np.zeros(p.shape)
    for node, weight in zip(nodes, weights):
        beta = np.pi / 4 * (node + 1)
        u = np.cos(beta)
        radial = (1 - potential(high/u, screening)/energy_cm
                  - (p*u/high)**2)
        total += np.pi/4 * weight * np.sin(beta) / np.sqrt(radial)
    return np.pi - 2 * p / high * total


def half_angle_square(energy, p):
    return np.sin(0.5 * cm_angle(CM_FRACTION * energy, p))**2


def lab_cosine(s2):
    ratio, cosine = M1 / M2, 1 - 2*s2
    return (ratio + cosine) / np.sqrt(1 + 2*ratio*cosine + ratio**2)


def impact_nodes(edges, count=80):
    x, w = np.polynomial.legendre.leggauss(count)
    p, dp = [], []
    for a, b in zip(edges[:-1], edges[1:]):
        p.append(0.5*(b-a)*x + 0.5*(a+b))
        dp.append(0.5*(b-a)*w)
    p, dp = np.concatenate(p), np.concatenate(dp)
    return p, 2*np.pi*p*dp


def scaled_depth(reach, e_stop=E_STOP, k=K_EL, n=400, deflect_reach=None):
    """Solve the backward equation for X on a grid in sqrt(E)."""
    edges = [0, reach] if deflect_reach is None else [0, deflect_reach, reach]
    p, area = impact_nodes(edges)
    root0, root1 = np.sqrt(e_stop), np.sqrt(E_START)
    u = root0 + (root1-root0) * (np.arange(n+1)/n)**1.5
    s2 = half_angle_square(u[1:, None]**2, p[None, :])
    cosine = lab_cosine(s2)
    if deflect_reach is not None:
        cosine[:, p > deflect_reach] = 1.0
    after = u[1:, None] * np.sqrt(1 - GAMMA*s2)
    alive = after > u[0]
    j = np.clip(np.searchsorted(u, after, side="right")-1, 0, n-1)
    part = (after-u[j]) / (u[j+1]-u[j])
    gain = area[None, :] * cosine * alive
    rows = np.broadcast_to(np.arange(1, n+1)[:, None], j.shape)
    matrix = np.zeros((n+1, n+1))
    np.add.at(matrix, (rows, j), -gain*(1-part))
    np.add.at(matrix, (rows, j+1), -gain*part)
    i = np.arange(1, n+1)
    drift = k / (2*np.diff(u))
    matrix[i, i] += area.sum() + drift
    matrix[i, i-1] -= drift
    matrix[0, 0] = 1
    source = np.ones(n+1)
    source[0] = 0
    return np.linalg.solve(matrix, source)[-1]


def cutoff(density):
    return density**(-1/3) / np.sqrt(np.pi)


def nuclear_stopping(energy, reach):
    p, area = impact_nodes([0, reach], 160)
    return np.sum(area * GAMMA * energy * half_angle_square(energy, p))


u_table = np.linspace(np.sqrt(E_STOP), np.sqrt(E_START), 90)
p_table = np.linspace(0, FULL_REACH, 180)
table = RectBivariateSpline(u_table, p_table, half_angle_square(
    u_table[:, None]**2, p_table[None, :]))


def histories(density, reach, seed, active_reach=np.inf, count=30000):
    """Monte Carlo in an infinite medium: depth, path, lowest depth."""
    rng = np.random.default_rng(seed)
    depth, path, lowest = np.zeros(count), np.zeros(count), np.zeros(count)
    direction, root = np.ones(count), np.full(count, np.sqrt(E_START))
    ids = np.arange(count)
    while ids.size:
        flight = rng.exponential(size=ids.size)/(density*np.pi*reach**2)
        to_stop = 2*(root[ids]-np.sqrt(E_STOP))/(density*K_EL)
        step = np.minimum(flight, to_stop)
        depth[ids] += step * direction[ids]
        path[ids] += step
        lowest[ids] = np.minimum(lowest[ids], depth[ids])
        collides = flight < to_stop
        ids, step = ids[collides], step[collides]
        if not ids.size:
            break
        u = root[ids] - density*K_EL*step/2
        p = reach * np.sqrt(rng.random(ids.size))
        s2 = np.clip(table.ev(u, np.minimum(p, FULL_REACH)), 0, 1)
        s2[p > active_reach] = 0
        cosine = np.clip(lab_cosine(s2), -1, 1)
        old = direction[ids]
        sideways = np.sqrt(np.maximum(0, (1-old**2)*(1-cosine**2)))
        azimuth = 2*np.pi*rng.random(ids.size)
        direction[ids] = np.clip(old*cosine+sideways*np.cos(azimuth), -1, 1)
        root[ids] = u * np.sqrt(1-GAMMA*s2)
        ids = ids[root[ids] > np.sqrt(E_STOP)]
    return depth, path, lowest


def explicit_atoms(density, reach, seed, boxes=20000):
    """Place atoms, find first encounter and atoms shared by two tubes."""
    rng = np.random.default_rng(seed)
    length = 0.5
    sides = np.array([length+reach, length+reach, 2*reach])
    number = rng.poisson(density*np.prod(sides)*boxes)
    x, y, z = (rng.random((number, 3))*sides
               + np.array([-length, -reach, -reach])).T
    box = rng.integers(boxes, size=number)
    first_tube = (x < 0) & (y*y+z*z < reach**2)
    second_tube = (y > 0) & (x*x+z*z < reach**2)
    first = np.full(boxes, length)
    np.minimum.at(first, box[first_tube], x[first_tube]+length)
    return first, np.sum(first_tube & second_tube)/boxes


# Orbit integral against the closed Rutherford result.
test_p = np.array([0.01, 0.03, 0.10])
rutherford = 2*np.arctan(Z1*Z2*COULOMB/(2*5000*test_p))
assert np.allclose(cm_angle(5000.0, test_p, lambda x: np.ones_like(x)),
                   rutherford, atol=1e-7)
rng = np.random.default_rng(4)
check_u = rng.uniform(u_table[0], u_table[-1], 1000)
check_p = rng.uniform(0, FULL_REACH, 1000)
table_error = np.max(np.abs(table.ev(check_u, check_p)
                            - half_angle_square(check_u**2, check_p)))
assert table_error < 1e-3

# Explicit atoms: exponential gaps and memory of a frozen medium.
free_paths, shared_atoms = [], []
for density, seed in ((N_LOW, 11), (N_HIGH, 12)):
    first, shared = explicit_atoms(density, FULL_REACH, seed)
    expected = 1/(density*np.pi*FULL_REACH**2)
    assert abs(first.mean()/expected-1) < 5/np.sqrt(first.size)
    survival = np.mean(first > 2*expected)
    assert abs(survival-np.exp(-2)) < 5*np.sqrt(np.exp(-2)/first.size)
    overlap = 4*density*FULL_REACH**3/3
    assert abs(shared-overlap) < 5*np.sqrt(overlap/first.size)
    free_paths.append(first.mean())
    shared_atoms.append(shared)

# Fixed cross sections: pathwise scaling and independent mean depth.
fixed_low = histories(N_LOW, FULL_REACH, 21)
fixed_high = histories(N_HIGH, FULL_REACH, 21)
path_difference = max(np.max(np.abs(N_LOW*a-N_HIGH*b))
                      for a, b in zip(fixed_low, fixed_high))
assert path_difference < 1e-7
x_full = scaled_depth(FULL_REACH)
grid_change = abs(scaled_depth(FULL_REACH, n=200)/x_full-1)
assert grid_change < 0.01


def check_mean(depth, density, expected):
    scaled = density*depth
    error = scaled.std(ddof=1)/np.sqrt(scaled.size)
    # The extra 0.5 percent covers energy-grid and table errors.
    assert abs(scaled.mean()-expected) < 4*error+0.005*expected
    return scaled.mean(), error


mc_full, error_full = check_mean(fixed_low[0], N_LOW, x_full)

# Density-dependent cutoff: means and complete depth distributions.
p_low, p_high = cutoff(N_LOW), cutoff(N_HIGH)
x_low, x_high = scaled_depth(p_low), scaled_depth(p_high)
cut_low = histories(N_LOW, p_low, 31)
cut_high = histories(N_HIGH, p_high, 32)
mc_low, error_low = check_mean(cut_low[0], N_LOW, x_low)
mc_high, error_high = check_mean(cut_high[0], N_HIGH, x_high)
ks_cut = ks_2samp(N_LOW*cut_low[0], N_HIGH*cut_high[0])
assert ks_cut.pvalue < 1e-4
assert x_full < x_low < x_high

# Null collisions restore scaling despite different mean free paths.
NULL_EDGE = 0.09
x_null = scaled_depth(NULL_EDGE)
null_low = histories(N_LOW, p_low, 41, NULL_EDGE)
null_high = histories(N_HIGH, p_high, 42, NULL_EDGE)
mc_null_low, _ = check_mean(null_low[0], N_LOW, x_null)
mc_null_high, _ = check_mean(null_high[0], N_HIGH, x_null)
ks_null = ks_2samp(N_LOW*null_low[0], N_HIGH*null_high[0])
assert ks_null.pvalue > 1e-3

# Local stopping exponent from finite differences and from the edge.
exponents = {}
for energy in (1000.0, 200.0):
    h = 0.02
    numerical = (np.log(nuclear_stopping(energy, cutoff(N_LOW*np.exp(h))))
                 - np.log(nuclear_stopping(energy, cutoff(N_LOW*np.exp(-h)))))
    numerical /= 2*h
    edge_transfer = GAMMA*energy*half_angle_square(energy, p_low)
    stop = nuclear_stopping(energy, p_low)
    derived = -2/3*np.pi*p_low**2*edge_transfer/stop
    assert abs(numerical-derived) < 0.002
    exponents[energy] = (float(edge_transfer), stop, float(derived))

log_ratio = np.log(N_HIGH/N_LOW)
dense_exponent = np.log(x_high/x_low)/log_ratio
dilute_exponent = np.log(scaled_depth(cutoff(N_HIGH/27))
                         / scaled_depth(cutoff(N_LOW/27)))/log_ratio
assert abs(dilute_exponent) < 0.3*dense_exponent

# Separate missing deflection from missing energy loss.
x_no_tail_deflection = scaled_depth(FULL_REACH, deflect_reach=p_low)
deflection_share = (x_no_tail_deflection-x_full)/(x_low-x_full)
assert 0 <= deflection_share < 0.5

# Sizes of approximations for this example.
tail_change = scaled_depth(0.40)/x_full-1
electronic_change = scaled_depth(FULL_REACH, k=1.2*K_EL)/x_full-1
low_stop_full = scaled_depth(FULL_REACH, e_stop=25.0)
low_stop_break = (scaled_depth(p_high, e_stop=25.0)
                  / scaled_depth(p_low, e_stop=25.0)-1)
close_neighbour = 1-np.exp(-N_LOW*4*np.pi/3*0.14**3)
partners = 4*np.pi/3*N_LOW*FULL_REACH**3
thermal_energy = 1.5*sc.k*300/sc.e
dose_ratio = 10.0/x_full
escaped = np.mean(fixed_low[2] < 0)


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("As start energy", E_START, "eV")
show("stopping energy", E_STOP, "eV")
show("fixed reach R", FULL_REACH, "nm")
show("screening length", SCREEN, "nm")
for name, density, edge in (("low", N_LOW, p_low), ("high", N_HIGH, p_high)):
    show(f"{name} density N", density, "nm^-3")
    show(f"{name} mass density", density*M2*sc.atomic_mass*1e24, "g/cm3")
    show(f"{name} cutoff p_c", edge, "nm")
    show(f"{name} cutoff mean free path", density**(-1/3), "nm")
show("explicit first gap, low N", free_paths[0], "nm")
show("explicit first gap, high N", free_paths[1], "nm")
show("same-seed max scaled difference", path_difference, "nm^-2", ".1e")
show("fixed X, backward equation", x_full, "nm^-2")
show("fixed X, Monte Carlo", mc_full, "nm^-2")
show("fixed X, standard error", error_full, "nm^-2", ".2g")
show("fixed mean depth, low N", x_full/N_LOW, "nm")
show("fixed mean depth, high N", x_full/N_HIGH, "nm")
show("fixed depth spread, low N", fixed_low[0].std(), "nm")
show("cutoff X, low N", x_low, "nm^-2")
show("cutoff X, high N", x_high, "nm^-2")
show("cutoff MC X, low N", mc_low, "nm^-2")
show("cutoff MC X, high N", mc_high, "nm^-2")
show("cutoff mean depth, low N", x_low/N_LOW, "nm")
show("cutoff mean depth, high N", x_high/N_HIGH, "nm")
show("error rescaling high N to low N", 100*(x_high/x_low-1), "%")
show("scaled-depth exponent", dense_exponent)
show("exponent at densities / 27", dilute_exponent, "", ".2g")
show("null-collision edge", NULL_EDGE, "nm")
show("null X, backward equation", x_null, "nm^-2")
show("null MC X, low N", mc_null_low, "nm^-2")
show("null MC X, high N", mc_null_high, "nm^-2")
show("KS distance, cutoff", ks_cut.statistic, "", ".3g")
show("KS distance, null", ks_null.statistic, "", ".3g")
for energy, (transfer, stop, exponent) in exponents.items():
    print(f"E={energy:.0f} eV, low N: T(p_c)={transfer:.4g} eV, "
          f"S_c={stop:.4g} eV nm^2, exponent={exponent:.4g}")
show("electronic S_e at start", K_EL*np.sqrt(E_START), "eV nm^2")
show("missing-deflection share, low N", 100*deflection_share, "%")
show("X change, reach 0.3 to 0.4 nm", 100*tail_change, "%", ".2g")
show("X change, electronic stopping +20%", 100*electronic_change, "%", ".2g")
show("fixed X change, stop at 25 eV", 100*(low_stop_full/x_full-1), "%")
show("cutoff rescaling error, stop 25 eV", 100*low_stop_break, "%")
show("frozen right-angle shared atoms, low N", shared_atoms[0])
show("atoms within R, low N", partners)
show("V(p_c), low N", potential(p_low), "eV")
show("CM energy at stop", CM_FRACTION*E_STOP, "eV")
show("Poisson neighbour within 0.14 nm, low N", 100*close_neighbour, "%")
show("thermal energy at 300 K", thermal_energy, "eV", ".2g")
show("As/C ratio over mean depth, 1e15 cm^-2", 100*dose_ratio, "%")
show("histories crossing the entry plane", 100*escaped, "%", ".2g")
print("no test failed")
```

Output:

```
As start energy: 1000 eV
stopping energy: 50 eV
fixed reach R: 0.3 nm
screening length: 0.01251 nm
low density N: 90 nm^-3
low mass density: 1.795 g/cm3
low cutoff p_c: 0.1259 nm
low cutoff mean free path: 0.2231 nm
high density N: 160 nm^-3
high mass density: 3.191 g/cm3
high cutoff p_c: 0.1039 nm
high cutoff mean free path: 0.1842 nm
explicit first gap, low N: 0.03933 nm
explicit first gap, high N: 0.0221 nm
same-seed max scaled difference: 2.7e-12 nm^-2
fixed X, backward equation: 255 nm^-2
fixed X, Monte Carlo: 254.7 nm^-2
fixed X, standard error: 0.47 nm^-2
fixed mean depth, low N: 2.833 nm
fixed mean depth, high N: 1.594 nm
fixed depth spread, low N: 0.8968 nm
cutoff X, low N: 284.9 nm^-2
cutoff X, high N: 317.2 nm^-2
cutoff MC X, low N: 284.6 nm^-2
cutoff MC X, high N: 318.1 nm^-2
cutoff mean depth, low N: 3.165 nm
cutoff mean depth, high N: 1.982 nm
error rescaling high N to low N: 11.35 %
scaled-depth exponent: 0.1868
exponent at densities / 27: 0.00034
null-collision edge: 0.09 nm
null X, backward equation: 354.6 nm^-2
null MC X, low N: 353.3 nm^-2
null MC X, high N: 355 nm^-2
KS distance, cutoff: 0.137
KS distance, null: 0.00947
E=1000 eV, low N: T(p_c)=8.477 eV, S_c=5.007 eV nm^2, exponent=-0.0562
E=200 eV, low N: T(p_c)=12.68 eV, S_c=2.041 eV nm^2, exponent=-0.2062
electronic S_e at start: 0.3145 eV nm^2
missing-deflection share, low N: 5.555 %
X change, reach 0.3 to 0.4 nm: -0.033 %
X change, electronic stopping +20%: -1 %
fixed X change, stop at 25 eV: 7.744 %
cutoff rescaling error, stop 25 eV: 12.64 %
frozen right-angle shared atoms, low N: 3.237
atoms within R, low N: 10.18
V(p_c), low N: 19.49 eV
CM energy at stop: 6.908 eV
Poisson neighbour within 0.14 nm, low N: 64.46 %
thermal energy at 300 K: 0.039 eV
As/C ratio over mean depth, 1e15 cm^-2: 3.922 %
histories crossing the entry plane: 0 %
no test failed
```
